# Contact and dipolar hyperfine couplings in the projector augmented-wave method: verification in Python

```python
"""PAW hyperfine contact and dipolar terms tested on a pseudized radial atom (Hartree a.u.).
All-electron (AE) side: shooting in a hard-wall sphere plus 3D quadrature of the definition.
PAW side: generalized eigenproblem in a spherical Bessel basis, smooth part + one-centre terms.
Also tested: unit prefactor, angular factors, reciprocal-space kernel, cross-term identity,
off-site multipole formula, exactness at reference energies, scaling of incompleteness error."""
import numpy as np, mpmath as mp
from math import comb, factorial, pi, sqrt, erf, exp
from functools import lru_cache
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn
from scipy.linalg import eig
from scipy import constants as sc

Z, a_scr, H_scr, rc, Rbox, NB, gN, dJ = 6.0, 0.88, 1.76, 1.1, 5.0, 100, 1.4048, 2.27
def U_c(r): return -(1 + (Z-1)/(H_scr*(np.exp(r/a_scr)-1) + 1))   # r*V(r)
def gl(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b-a)*(x+1)/2, w*(b-a)/2

def shoot(U, z, l, eps, R):   # u = r^(l+1) w, w(0) = 1
    f = lambda r, y: (y[1], 2*(U(r)/r - eps)*y[0] - 2*(l+1)*y[1]/r)
    r0 = 1e-6
    return solve_ivp(f, (r0, R), [1 - z*r0/(l+1), -z/(l+1)], method='DOP853',
                     rtol=1e-11, atol=1e-13, dense_output=True)
def bound(U, z, l, n, R, lo, hi):   # state with n nodes, u(R) = 0
    nodes = lambda e: int(np.sum(np.diff(np.sign(shoot(U, z, l, e, R).y[0])) != 0))
    nlo, nhi = nodes(lo), nodes(hi)
    assert nlo <= n < nhi
    while not (nlo == n and nhi == n+1):
        mid = (lo+hi)/2; nm = nodes(mid)
        if nm <= n: lo, nlo = mid, nm
        else: hi, nhi = mid, nm
    e = brentq(lambda x: shoot(U, z, l, x, R).y[0, -1], lo, hi, xtol=1e-13)
    return e, shoot(U, z, l, e, R).sol

# --- solver check on hydrogen
for l, R, e_ref in ((0, 12.0, -0.5), (1, 28.0, -0.125)):
    e, s = bound(lambda r: -1.0, 1.0, l, 0, R, -1.0, 0.0)
    r, w = gl(200, 0, R); u = r**(l+1)*s(r)[0]; nrm = w @ u**2
    val, ref = (1/(4*pi*nrm), 1/pi) if l == 0 else ((w @ (u**2/r**3))/nrm, 1/24)
    assert abs(e-e_ref) < 1e-6 and abs(val/ref-1) < 1e-5
# --- prefactor: atomic-unit formula against SI
pc = lambda k: sc.physical_constants[k][0]
ge, MHz = abs(pc('electron g factor')), pc('hartree-hertz relationship')/1e6
pref = lambda g: sc.alpha**2*ge*g/(4*sc.m_p/sc.m_e)
P_SI = sc.mu_0/(4*pi)*ge*pc('Bohr magneton')*gN*pc('nuclear magneton')/pc('Bohr radius')**3/sc.h/1e6
P = pref(gN); assert abs(P*MHz/P_SI - 1) < 1e-7

# --- grids, smooth local potential, Bessel basis
ri, wi = gl(200, 0, rc); ro, wo = gl(500, rc, Rbox); x2 = (ri/rc)**2
tay = mp.taylor(lambda r: -(1+(Z-1)/(H_scr*(mp.exp(r/a_scr)-1)+1))/r, rc, 3)
vc = np.linalg.solve(np.array([[comb(2*m, k) for m in range(4)] for k in range(4)], float),
                     np.array([float(tay[k])*rc**k for k in range(4)]))
kc = np.array([1., -3., 3., -1.]); poly = np.polynomial.polynomial.polyval
vt, kshape = poly(x2, vc), poly(x2, kc)
zeros = [pi*np.arange(1, NB+3)]
for l in (1, 2):
    zp = zeros[-1]
    zeros.append(np.array([brentq(lambda x: spherical_jn(l, x), zp[i], zp[i+1], xtol=1e-13)
                           for i in range(len(zp)-1)]))
basis = []
for l in range(3):
    k = zeros[l][:NB]/Rbox; nb = sqrt(2/Rbox**3)/np.abs(spherical_jn(l+1, k*Rbox))
    Bi, Bo = [nb[:, None]*r*spherical_jn(l, np.outer(k, r)) for r in (ri, ro)]
    assert np.abs((Bi*wi) @ Bi.T + (Bo*wo) @ Bo.T - np.eye(NB)).max() < 1e-9
    H0 = np.diag(k**2/2) + (Bi*wi*vt) @ Bi.T + (Bo*wo*U_c(ro)/ro) @ Bo.T
    basis.append((nb, Bi, Bo, H0))

def series(l, eps, C, M=120):   # smooth partial wave as a power series in (r/rc)^2
    C = np.atleast_1d(C); g = 2*rc**2*(vc[:, None] - kc[:, None]*C[None, :]); g[0] -= 2*rc**2*eps
    a = np.zeros((M, len(C))); a[0] = 1
    for m in range(M-1):
        a[m+1] = sum(g[j]*a[m-j] for j in range(min(m, 3)+1))/((2*m+2)*(2*m+2*l+3))
    return a
def paw(l, refs, target):   # build the dataset, solve the PAW eigenproblem
    phi, pht, w0, Cs = [], [], [], []
    for eps in refs:
        s = shoot(U_c, Z, l, eps, rc); wv, dw = s.y[:, -1]
        def mis(C):
            a = series(l, eps, C)
            return (2*np.arange(len(a)) @ a)/rc*wv - a.sum(0)*dw
        Cg = np.arange(-60, 60, 0.5); j = np.nonzero(np.diff(np.sign(mis(Cg))))[0][0]
        C = brentq(lambda c: mis(c)[0], Cg[j], Cg[j+1], xtol=1e-13)
        a = series(l, eps, C)[:, 0]; assert poly(x2, a).min() > 0   # nodeless
        a = a*wv/a.sum()
        phi.append(ri**(l+1)*s.sol(ri)[0]); pht.append(ri**(l+1)*poly(x2, a)); w0.append(a[0]); Cs.append(C)
    phi, pht, w0, Cs = map(np.array, (phi, pht, w0, Cs))
    Mm = (pht*wi*kshape) @ pht.T; proj = np.linalg.solve(Mm, pht*kshape)
    assert np.abs((proj*wi) @ pht.T - np.eye(len(refs))).max() < 1e-8
    dO = (phi*wi) @ phi.T - (pht*wi) @ pht.T
    dH = dO*np.array(refs)[None, :] - Mm*Cs[None, :]
    assert np.abs(dH - dH.T).max() < 1e-8   # Wronskian identity
    dH = (dH + dH.T)/2
    nb, Bi, Bo, H0 = basis[l]; pb = (proj*wi) @ Bi.T; S = np.eye(NB) + pb.T @ dO @ pb
    ev, vec = eig(H0 + pb.T @ dH @ pb, S); j = np.argmin(np.abs(ev - target))
    c = vec[:, j].real; n2 = c @ S @ c; assert n2 > 0; c = c/sqrt(n2)
    c = c*np.sign((pb @ c).sum()); Pi = pb @ c
    return dict(e=ev[j].real, below=int(np.sum(ev.real < ev[j].real - 1e-6)), C=Cs, P=Pi,
                ui=c @ Bi, uo=c @ Bo, u1=Pi @ phi, t1=Pi @ pht,
                R0=c @ nb, R1=Pi.sum(), T1=Pi @ w0)   # R0, R1, T1: values at r = 0 (l = 0)

# --- all-electron states in the box
eae, aei, aeo, ae0 = [], [], [], []
for l, n, lo, hi in ((0, 1, -3., 1.), (1, 0, -3., 1.), (2, 0, -1., 2.)):
    e, s = bound(U_c, Z, l, n, Rbox, lo, hi)
    a_, b_ = ri**(l+1)*s(ri)[0], ro**(l+1)*s(ro)[0]; nn = sqrt(wi @ a_**2 + wo @ b_**2)
    eae.append(e); aei.append(a_/nn); aeo.append(b_/nn); ae0.append(1/nn)

# --- hybrid orbital, angular grids, dipolar tensor from the definition
cl = np.sqrt([0.20, 0.75, 0.05]); ev_p = np.array([0.6, 0, 0.8]); Q = np.diag([-1., -1., 2.])/sqrt(6)
I3 = np.eye(3)
def ang(nt):
    ct, wt = gl(nt, -1, 1); ph = 2*pi*np.arange(2*nt)/(2*nt); st = np.sqrt(1-ct**2)
    n = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(ct, 2*nt)])
    Y = np.array([np.full(n.shape[1], 1/sqrt(4*pi)), sqrt(3/(4*pi))*(ev_p @ n),
                  sqrt(15/(8*pi))*np.einsum('ai,ab,bi->i', n, Q, n)])
    return n, np.repeat(wt, 2*nt)*pi/nt, Y
nA, wA, YA = ang(8); nF, wF, YF = ang(24)
orb = lambda u, Y: np.einsum('l,lr,li->ri', cl, np.array(u), Y)   # r*psi(r,n)
KA = 3*nA[:, None]*nA[None] - I3[:, :, None]
def T_def(uA, uB, r, w):
    return np.einsum('r,rab->ab', w/r**3, np.einsum('ri,abi->rab', orb(uA, YA)*orb(uB, YA)*wA, KA))
A_pp = 1.2*np.outer(ev_p, ev_p) - 0.4*I3; A_sd = sqrt(1.2)*Q; A_dd = 12/7*Q @ Q - 4/7*I3
def radial(u, r, w): return [w @ (u[i]*u[j]/r**3) for i, j in ((1, 1), (0, 2), (2, 2))]
def T_form(I): return cl[1]**2*I[0]*A_pp + 2*cl[0]*cl[2]*I[1]*A_sd + cl[2]**2*I[2]*A_dd
T_ae = T_def(aei, aei, ri, wi) + T_def(aeo, aeo, ro, wo)
I_ae = np.add(radial(aei, ri, wi), radial(aeo, ro, wo))
assert np.abs(T_form(I_ae) - T_ae).max() < 1e-10
m_ae = cl[0]**2*ae0[0]**2/(4*pi)
def assemble(ds):
    get = lambda k: [d[k] for d in ds]
    Ts = T_def(get('ui'), get('ui'), ri, wi) + T_def(get('uo'), get('uo'), ro, wo)
    I1, It = radial(get('u1'), ri, wi), radial(get('t1'), ri, wi)
    m = cl[0]**2/(4*pi)*np.array([ds[0]['R0']**2, ds[0]['R1']**2, ds[0]['T1']**2])
    return Ts, np.array(I1), np.array(It), m
# exactness when the box energy is a reference energy (basis error only)
dx = [paw(l, (eae[l], eae[l]+0.6), eae[l]) for l in range(3)]
Ts, I1, It, m = assemble(dx)
ex_m = (m[0]+m[1]-m[2])/m_ae - 1; ex_T = np.abs(Ts + T_form(I1-It) - T_ae).max()/np.abs(T_ae).max()
assert max(abs(dx[l]['e']-eae[l]) for l in range(3)) < 1e-6 and abs(ex_m) < 1e-5 and ex_T < 1e-5
# scaling of the incompleteness error
def err(l, refs):
    d = paw(l, refs, eae[l])
    if l == 0: return (d['R0']**2 + d['R1']**2 - d['T1']**2)/ae0[0]**2 - 1
    return (wi @ ((d['ui']**2 + d['u1']**2 - d['t1']**2)/ri**3) + wo @ (d['uo']**2/ro**3))/I_ae[0] - 1
scal = []
for l in (0, 1):
    e1 = [err(l, (eae[l]+d,)) for d in (0.04, 0.02)]
    e2 = [err(l, (eae[l]-d, eae[l]+d)) for d in (0.2, 0.1)]
    assert abs(e1[0]/e1[1]-2) < 0.3 and abs(e2[0]/e2[1]-4) < 0.5
    scal.append((e1, e2))
# reciprocal-space kernel on a unit Gaussian exp(-r^2)/pi^1.5 centred at dg
dg = np.array([0.5, 1.0, 1.0]); s_ = np.linalg.norm(dg); E1 = 2/sqrt(pi)*exp(-s_**2)
T_real = (3*erf(s_)/s_**3 - 3*E1/s_**2 - 2*E1)*(np.outer(dg, dg)/s_**2 - I3/3)
G, wG = gl(80, 0, 12); amp = (wG*G**2*np.exp(-G**2/4)) @ np.cos(np.outer(G, dg @ nF))
T_rec = -4*pi/(2*pi)**3*np.einsum('i,abi->ab', amp*wF, nF[:, None]*nF[None] - I3[:, :, None]/3)
assert np.abs(T_rec - T_real).max() < 1e-8

# --- worked example with off-eigenvalue reference energies
refs = ((-0.8, -0.2), (-0.5, 0.1), (0.1, 0.7))
ds = [paw(l, refs[l], eae[l]) for l in range(3)]
Ts, I1, It, m = assemble(ds); dT = T_form(I1-It); T_paw = Ts + dT; m_paw = m[0]+m[1]-m[2]
ut, uo, u1, t1 = [np.array([d[k] for d in ds]) for k in ('ui', 'uo', 'u1', 't1')]
T_x = 2*T_def(u1-t1, ut-t1, ri, wi); rec = ut + u1 - t1
assert np.abs(T_def(rec, rec, ri, wi) + T_def(uo, uo, ro, wo) - T_paw - T_x).max() < 1e-10
d0 = ds[0]; m_x = cl[0]**2/(2*pi)*(d0['R1']-d0['T1'])*(d0['R0']-d0['T1'])
assert abs(cl[0]**2/(4*pi)*(d0['R0']+d0['R1']-d0['T1'])**2 - m_paw - m_x) < 1e-12
# two waves about 0.3 Ha off the eigenvalue: incompleteness error allowed up to 2 %
assert abs(m_paw/m_ae-1) < 2e-2 and np.abs(T_paw-T_ae).max() < 2e-2*np.abs(T_ae).max()
# off-site: same deficit density in a sphere at dJ on the z axis
dv = np.array([0, 0, dJ]); dq = (orb(u1, YF)**2 - orb(t1, YF)**2)*wi[:, None]*wF[None, :]
loc = ri[None, :, None]*nF[:, None, :]; pos = loc + dv[:, None, None]; p2 = (pos**2).sum(0)
T_off = np.array([[np.sum(dq*(3*pos[a]*pos[b] - (a == b)*p2)/p2**2.5) for b in range(3)] for a in range(3)])
@lru_cache(None)
def Rd(n, t):   # recursion for Cartesian derivatives of 1/r at dv
    if min(t) < 0: return 0.0
    if sum(t) == 0: return (-1)**n*factorial(2*n)/(2**n*factorial(n))/dJ**(2*n+1)
    a = next(i for i in range(3) if t[i] > 0)
    low = lambda k: tuple(t[i] - k*(i == a) for i in range(3))
    return (t[a]-1)*Rd(n+1, low(2)) + dv[a]*Rd(n+1, low(1))
T_ord = np.zeros((5, 3, 3))
for t in np.ndindex(5, 5, 5):
    if sum(t) > 4: continue
    mom = np.sum(dq*loc[0]**t[0]*loc[1]**t[1]*loc[2]**t[2])/np.prod([factorial(k) for k in t])
    for a in range(3):
        for b in range(3):
            T_ord[sum(t), a, b] += mom*Rd(0, tuple(int(t[i] + (i == a) + (i == b)) for i in range(3)))
assert np.abs(T_ord.sum(0) - T_off).max() < 1e-9

c4 = lambda T: "xx %.6f yy %.6f zz %.6f xz %.6f" % (T[0, 0], T[1, 1], T[2, 2], T[0, 2])
print(f"inputs: Z={Z}, a={a_scr} bohr, H={H_scr}, rc={rc} bohr, Rbox={Rbox} bohr, basis={NB}")
print(f"inputs: weights s,p,d = 0.20,0.75,0.05; e=(0.6,0,0.8); d=dz2; gN={gN}; dJ={dJ} bohr; S=1/2")
print(f"alpha={sc.alpha:.9f}, g_e={ge:.7f}, m_p/m_e={sc.m_p/sc.m_e:.4f}, 1 Ha={MHz:.6e} MHz")
print(f"P = {P:.6e} Ha bohr^3 = {P*MHz:.4f} MHz bohr^3")
print(f"H 1s check: g_p={pc('proton g factor'):.6f}, A=(8/3)P={8/3*pref(pc('proton g factor'))*MHz:.1f} MHz")
print("smooth potential coefficients of (r/rc)^0,2,4,6 (Ha):", np.round(vc, 4))
print(f"basis cutoff k_max (s) = {zeros[0][NB-1]/Rbox:.2f} 1/bohr")
for l in range(3):
    d = ds[l]
    print(f"l={l}: refs {refs[l]} Ha, C = {d['C'][0]:.4f}, {d['C'][1]:.4f} Ha, <p|psi~> = {d['P'][0]:.5f}, {d['P'][1]:.5f}")
    print(f"l={l}: E_AE = {eae[l]:.6f} Ha, E_PAW = {d['e']:.6f} Ha, PAW levels below = {d['below']}")
print(f"s radial value at 0 (bohr^-1.5): smooth {d0['R0']:.5f}, AE1 {d0['R1']:.5f}, PS1 {d0['T1']:.5f}, AE {ae0[0]:.5f}")
print(f"m(0) (bohr^-3): smooth {m[0]:.6f}, AE one-centre {m[1]:.6f}, PS one-centre {m[2]:.6f}")
print(f"m(0) (bohr^-3): PAW {m_paw:.6f}, AE {m_ae:.6f}, rel err {m_paw/m_ae-1:.2e}, cross term {m_x:.2e}")
f = 8*pi/3*P
print(f"A_iso (Ha): smooth {f*m[0]:.5e}, PAW {f*m_paw:.5e}, AE {f*m_ae:.5e}")
print(f"A_iso (MHz): smooth {f*m[0]*MHz:.2f}, PAW {f*m_paw*MHz:.2f}, AE {f*m_ae*MHz:.2f}")
Is = np.add(radial(ut, ri, wi), radial(uo, ro, wo))
for i, nm in enumerate(('pp', 'sd', 'dd')):
    print(f"r^-3 {nm} (bohr^-3): smooth {Is[i]:.6f}, AE1 {I1[i]:.6f}, PS1 {It[i]:.6f}, PAW {Is[i]+I1[i]-It[i]:.6f}, AE {I_ae[i]:.6f}")
for nm, T in (('angular pp', A_pp), ('angular sd', A_sd), ('angular dd', A_dd)): print(nm + ":", c4(T))
for nm, T in (('T smooth', Ts), ('T on-site corr', dT), ('T PAW', T_paw), ('T AE', T_ae)):
    print(nm, "(bohr^-3):", c4(T))
print(f"T: max rel err {np.abs(T_paw-T_ae).max()/np.abs(T_ae).max():.2e}, max cross term {np.abs(T_x).max():.2e} bohr^-3")
for nm, T in (('smooth', Ts), ('PAW', T_paw), ('AE', T_ae)):
    print(f"A_dip principal values {nm} (MHz):", np.round(np.linalg.eigvalsh(T)*P*MHz, 3))
print(f"exact-reference dataset: rel err m(0) {ex_m:.1e}, rel err T {ex_T:.1e}")
for nm, (e1, e2) in zip(('m(0)', 'r^-3 pp'), scal):
    print(f"{nm} rel err, 1 wave, delta 0.04/0.02 Ha: {e1[0]:.3e} {e1[1]:.3e} ratio {e1[0]/e1[1]:.3f}")
    print(f"{nm} rel err, 2 waves, delta 0.2/0.1 Ha: {e2[0]:.3e} {e2[1]:.3e} ratio {e2[0]/e2[1]:.3f}")
print(f"Gaussian at (0.5,1,1) bohr: T_yz real {T_real[1,2]:.8f}, reciprocal {T_rec[1,2]:.8f} bohr^-3")
print(f"off-site deficit monopole q0 = {dq.sum():.6f} electrons")
print("off-site direct (bohr^-3):", c4(T_off))
for n in range(5): print(f"off-site moment order {n} (bohr^-3):", c4(T_ord[n]))
print(f"off-site zz = {T_off[2,2]*P*MHz:.4f} MHz, monopole only = {T_ord[0,2,2]*P*MHz:.4f} MHz")
print("ALL CHECKS PASSED")
```

Printed output:

```
inputs: Z=6.0, a=0.88 bohr, H=1.76, rc=1.1 bohr, Rbox=5.0 bohr, basis=100
inputs: weights s,p,d = 0.20,0.75,0.05; e=(0.6,0,0.8); d=dz2; gN=1.4048; dJ=2.27 bohr; S=1/2
alpha=0.007297353, g_e=2.0023193, m_p/m_e=1836.1527, 1 Ha=6.579684e+09 MHz
P = 2.039434e-08 Ha bohr^3 = 134.1883 MHz bohr^3
H 1s check: g_p=5.585695, A=(8/3)P=1422.8 MHz
smooth potential coefficients of (r/rc)^0,2,4,6 (Ha): [-5.826   7.9088 -5.0792  1.2429]
basis cutoff k_max (s) = 62.83 1/bohr
l=0: refs (-0.8, -0.2) Ha, C = -8.3417, -8.5217 Ha, <p|psi~> = 5.10837, 1.25540
l=0: E_AE = -0.676925 Ha, E_PAW = -0.676925 Ha, PAW levels below = 0
l=1: refs (-0.5, 0.1) Ha, C = 4.1503, 4.3776 Ha, <p|psi~> = 5.51682, 1.64905
l=1: E_AE = -0.366727 Ha, E_PAW = -0.366727 Ha, PAW levels below = 0
l=2: refs (0.1, 0.7) Ha, C = 2.0608, 2.1253 Ha, <p|psi~> = 0.43103, 0.16804
l=2: E_AE = 0.263498 Ha, E_PAW = 0.263498 Ha, PAW levels below = 0
s radial value at 0 (bohr^-1.5): smooth -0.66945, AE1 6.36376, PS1 -0.66974, AE 6.36180
m(0) (bohr^-3): smooth 0.007133, AE one-centre 0.644537, PS one-centre 0.007139
m(0) (bohr^-3): PAW 0.644531, AE 0.644140, rel err 6.07e-04, cross term 6.50e-05
A_iso (Ha): smooth 1.21865e-09, PAW 1.10122e-07, AE 1.10055e-07
A_iso (MHz): smooth 8.02, PAW 724.56, AE 724.13
r^-3 pp (bohr^-3): smooth 1.396666, AE1 1.928795, PS1 1.235170, PAW 2.090292, AE 2.090099
r^-3 sd (bohr^-3): smooth -0.186111, AE1 -0.036032, PS1 -0.099913, PAW -0.122230, AE -0.122268
r^-3 dd (bohr^-3): smooth 0.075756, AE1 0.012300, PS1 0.011845, PAW 0.076212, AE 0.076212
angular pp: xx 0.032000 yy -0.400000 zz 0.368000 xz 0.576000
angular sd: xx -0.447214 yy -0.447214 zz 0.894427 xz 0.000000
angular dd: xx -0.285714 yy -0.285714 zz 0.571429 xz 0.000000
T smooth (bohr^-3): xx 0.049084 yy -0.403436 zz 0.354352 xz 0.603360
T on-site corr (bohr^-3): xx 0.010927 yy -0.213808 zz 0.202881 xz 0.299646
T PAW (bohr^-3): xx 0.060011 yy -0.617244 zz 0.557233 xz 0.903006
T AE (bohr^-3): xx 0.060010 yy -0.617182 zz 0.557173 xz 0.902923
T: max rel err 9.24e-05, max cross term 3.43e-05 bohr^-3
A_dip principal values smooth (MHz): [-56.446 -54.136 110.583]
A_dip principal values PAW (MHz): [-84.268 -82.827 167.095]
A_dip principal values AE (MHz): [-84.26  -82.819 167.079]
exact-reference dataset: rel err m(0) 9.1e-09, rel err T 3.7e-09
m(0) rel err, 1 wave, delta 0.04/0.02 Ha: -4.866e-03 -2.444e-03 ratio 1.991
m(0) rel err, 2 waves, delta 0.2/0.1 Ha: 4.281e-04 1.070e-04 ratio 4.002
r^-3 pp rel err, 1 wave, delta 0.04/0.02 Ha: 2.762e-03 1.383e-03 ratio 1.998
r^-3 pp rel err, 2 waves, delta 0.2/0.1 Ha: 5.964e-05 1.491e-05 ratio 4.000
Gaussian at (0.5,1,1) bohr: T_yz real 0.20547815, reciprocal 0.20547815 bohr^-3
off-site deficit monopole q0 = 0.011164 electrons
off-site direct (bohr^-3): xx -0.000469 yy -0.000490 zz 0.000959 xz 0.000277
off-site moment order 0 (bohr^-3): xx -0.000954 yy -0.000954 zz 0.001909 xz 0.000000
off-site moment order 1 (bohr^-3): xx 0.000532 yy 0.000532 zz -0.001064 xz 0.000390
off-site moment order 2 (bohr^-3): xx -0.000048 yy -0.000069 zz 0.000117 xz -0.000114
off-site moment order 3 (bohr^-3): xx 0.000001 yy 0.000001 zz -0.000002 xz 0.000001
off-site moment order 4 (bohr^-3): xx -0.000000 yy -0.000000 zz 0.000000 xz 0.000000
off-site zz = 0.1288 MHz, monopole only = 0.2561 MHz
ALL CHECKS PASSED
```
